**Eyring activation entropy from an Arrhenius desorption prefactor**

For a first-order rate constant with Arrhenius prefactor A, temperature T and unit transmission coefficient, the activation entropy is ΔS/kB = ln(hA/(kB T)) − 1, where h is Planck's constant and kB is Boltzmann's constant. For A = 1e15 s⁻¹ at 800 K the output gives 3.09 kB, or 25.7 J/(mol K). The program asserts that this agrees with the numerical temperature derivative of the activation free energy. It also asserts the relation for an illustrative harmonic transition-state model, comparing the entropy from explicit vibrational levels with the prefactor from the slope of the rate; both routes give 3.25 kB. The tunnelling coefficient of a parabolic barrier is asserted against quadrature, and the paired fraction of hydrogen against a numerically solved dimer model. With the rough parameters used, tunnelling raises the inferred entropy by 0.15 kB and incomplete pairing at half coverage by 0.41 kB. An error of 0.1 eV in the activation energy, with the rate at 800 K held fixed, changes it by 1.45 kB.

## Numerical check

```python
"""
Result under test: a first-order desorption rate constant k(T) with Arrhenius
prefactor A (defined by the tangent of ln k against 1/T) has the Eyring
activation entropy
    dS/kB = ln(h A / (kB T)) - 1      for unit transmission coefficient,
which is about 3.1 for A = 1e15 1/s at T = 800 K.
Symbols: Ea Arrhenius energy, dH, dS, dG activation enthalpy, entropy and free
energy, kappa transmission coefficient. Energies in eV, entropies in kB.
Example regime: H2 desorption from monohydride Si(100), rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr

KB = const.k / const.e                 # eV/K
H = const.h / const.e                  # eV s
CM = const.h * const.c * 100 / const.e  # eV per cm^-1

T0 = 800.0
A = 1.0e15
EA = 2.5


def slope(func, temp, step=0.1):
    """Central finite difference with respect to temperature."""
    return (func(temp + step) - func(temp - step)) / (2 * step)


def arrhenius_tangent(ln_rate, temp):
    """Return Ea in eV and ln(A s) from the local slope of ln k."""
    energy = KB * temp**2 * slope(ln_rate, temp)
    return energy, ln_rate(temp) + energy / (KB * temp)


def entropy_formula(prefactor, temp):
    return np.log(H * prefactor / (KB * temp)) - 1


# Main conversion, checked against dS = -d(dG)/dT
kT = KB * T0
frequency = kT / H
dS = entropy_formula(A, T0)
dH = EA - kT
dG = dH - T0 * KB * dS
rate = A * np.exp(-EA / kT)


def free_energy(temp):
    ln_k = np.log(A) - EA / (KB * temp)
    return -KB * temp * (ln_k - np.log(KB * temp / H))


dS_numeric = -slope(free_energy, T0) / KB
dH_numeric = free_energy(T0) + T0 * KB * dS_numeric
assert abs(dS_numeric - dS) < 1e-5
assert abs(dH_numeric - dH) < 1e-6
assert abs(free_energy(T0) - dG) < 1e-10
assert abs(dS - 3.1) < 0.05
for temp in (700.0, 900.0):
    numeric = -slope(free_energy, temp) / KB
    assert abs(numeric - entropy_formula(A, temp)) < 1e-5


# Constant dH and dS: tangent at T0 and straight-line fit over a window
def ln_eyring(temp, entropy=dS, enthalpy=dH):
    return np.log(KB * temp / H) + entropy - enthalpy / (KB * temp)


Ea_tangent, lnA_tangent = arrhenius_tangent(ln_eyring, T0)
assert abs(Ea_tangent - EA) < 1e-6
assert abs(lnA_tangent - np.log(A)) < 1e-5
window = np.linspace(700, 900, 21)
lnA_fit = np.polyfit(1 / window, ln_eyring(window), 1)[1]
fit_shift = lnA_fit - np.log(A)
assert abs(fit_shift) < 0.05

# Omitting the -1 and setting dH = Ea: correct rate at T0, wrong slope
dS_without_one = np.log(A / frequency)


def ln_wrong(temp):
    return ln_eyring(temp, dS_without_one, EA)


Ea_wrong, lnA_wrong = arrhenius_tangent(ln_wrong, T0)
assert abs(ln_wrong(T0) - np.log(rate)) < 1e-10
assert abs(Ea_wrong - EA - kT) < 1e-6
assert abs(lnA_wrong - np.log(A) - 1) < 1e-5

# Harmonic transition-state model, explicit vibrational levels
adsorbed_modes = (2100, 2100, 600, 600, 600, 600)   # cm^-1, illustrative
saddle_modes = (1500, 800, 300, 200, 100)          # cm^-1, illustrative
barrier = 2.4                                      # eV, between ground levels
levels = np.arange(800)


def mode_sums(modes, temp):
    """ln Q, mean energy in eV, and Gibbs entropy in kB."""
    ln_q = energy = entropy = 0.0
    for wavenumber in modes:
        level_energy = levels * wavenumber * CM
        weights = np.exp(-level_energy / (KB * temp))
        prob = weights / weights.sum()
        ln_q += np.log(weights.sum())
        energy += prob @ level_energy
        entropy += entr(prob).sum()
    return np.array([ln_q, energy, entropy])


def ln_model_rate(temp):
    ratio = mode_sums(saddle_modes, temp)[0] - mode_sums(adsorbed_modes, temp)[0]
    return np.log(KB * temp / H) + ratio - barrier / (KB * temp)


saddle = mode_sums(saddle_modes, T0)
adsorbed = mode_sums(adsorbed_modes, T0)
model_dS = saddle[2] - adsorbed[2]
model_dH = barrier + saddle[1] - adsorbed[1]
model_Ea, model_lnA = arrhenius_tangent(ln_model_rate, T0)
model_A = np.exp(model_lnA)
assert abs(entropy_formula(model_A, T0) - model_dS) < 1e-5
assert abs(model_Ea - model_dH - kT) < 1e-6
assert model_dS > 0

# Tunnelling through a parabolic barrier
barrier_wavenumber = 1000.0


def kappa_quadrature(temp):
    u = barrier_wavenumber * CM / (KB * temp)

    def integrand(x):
        return np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u))

    left = quad(integrand, -40, 0, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    right = quad(integrand, 0, 60, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return left + right


u0 = barrier_wavenumber * CM / kT
kappa = (u0 / 2) / np.sin(u0 / 2)
kappa_slope = (u0 / 2) / np.tan(u0 / 2) - 1
assert u0 < 2 * np.pi
assert abs(kappa_quadrature(T0) - kappa) < 1e-7


def ln_tunnel_rate(temp):
    return ln_eyring(temp) + np.log(kappa_quadrature(temp))


lnA_tunnel = arrhenius_tangent(ln_tunnel_rate, T0)[1]
tunnel_correction = -np.log(kappa) - kappa_slope
assert abs(np.log(A) - lnA_tunnel - tunnel_correction) < 1e-4
assert tunnel_correction > 0

# Pairing of H atoms on surface dimers at half coverage
pair_energy = 0.25


def paired_fraction(temp):
    """Fraction of H atoms on doubly occupied dimers, from a grand sum."""
    gain = np.exp(pair_energy / (KB * temp))

    def excess(ln_z):
        z = np.exp(ln_z)
        single, double = 2 * z, z**2 * gain
        return (single + 2 * double) / (2 * (1 + single + double)) - 0.5

    z = np.exp(brentq(excess, -30, 10, xtol=1e-13))
    return 2 * z**2 * gain / (2 * z + 2 * z**2 * gain)


y = pair_energy / (2 * kT)
fraction = 1 / (1 + np.exp(-y))
assert abs(paired_fraction(T0) - fraction) < 1e-9


def ln_pair_limited_rate(temp):
    return ln_eyring(temp) + np.log(paired_fraction(temp))


lnA_pair = arrhenius_tangent(ln_pair_limited_rate, T0)[1]
pair_correction = -np.log(fraction) + (1 - fraction) * y
assert abs(np.log(A) - lnA_pair - pair_correction) < 1e-4

# Other uncertainties, evaluated by repeating the conversion
tenfold = entropy_formula(10 * A, T0) - dS
energy_error = 0.1
A_shifted = rate * np.exp((EA + energy_error) / kT)
energy_effect = entropy_formula(A_shifted, T0) - dS
recrossing = 0.5
recrossing_effect = entropy_formula(A / recrossing, T0) - dS

print(f"Temperature: {T0:.0f} K")
print(f"Arrhenius prefactor A: {A:.1e} 1/s")
print(f"Arrhenius energy Ea (rough, Si(100)-H): {EA:.2f} eV")
print(f"Thermal energy kB T: {kT:.5f} eV")
print(f"Eyring frequency kB T/h: {frequency:.4e} 1/s")
print(f"Ratio A/(kB T/h): {A / frequency:.3f}")
print(f"Logarithm of ratio (dS if -1 is omitted): {dS_without_one:.4f} kB")
print(f"Activation entropy dS: {dS:.4f} kB")
print(f"Activation entropy dS: {dS * const.R:.2f} J/(mol K)")
print(f"dS from numerical derivative of dG: {dS_numeric:.4f} kB")
print(f"exp(dS/kB): {np.exp(dS):.2f}")
print(f"Activation enthalpy dH: {dH:.4f} eV")
print(f"T dS: {T0 * KB * dS:.4f} eV")
print(f"Activation free energy dG: {dG:.4f} eV")
print(f"Rate constant at 800 K: {rate:.4f} 1/s")
print(f"Mean residence time at 800 K: {1 / rate:.2f} s")
print(f"Slope energy if -1 omitted and dH = Ea: {Ea_wrong:.4f} eV")
print(f"dS at 700 K for constant A: {entropy_formula(A, 700):.4f} kB")
print(f"dS at 900 K for constant A: {entropy_formula(A, 900):.4f} kB")
print(f"Shift of ln A, line fit 700-900 K: {fit_shift:.4f}")
print("Adsorbed model modes:", *adsorbed_modes, "cm^-1")
print("Saddle model modes:", *saddle_modes, "cm^-1")
print(f"Model barrier between ground levels: {barrier:.2f} eV")
print(f"Model entropy, adsorbed state: {adsorbed[2]:.4f} kB")
print(f"Model entropy, saddle state: {saddle[2]:.4f} kB")
print(f"Model activation entropy from levels: {model_dS:.4f} kB")
print(f"Model prefactor from slope of rate: {model_A:.3e} 1/s")
print(f"Model entropy from prefactor: {entropy_formula(model_A, T0):.4f} kB")
print(f"Model dH: {model_dH:.4f} eV")
print(f"Model Ea from slope: {model_Ea:.4f} eV")
print(f"Change of dS for tenfold larger A: {tenfold:+.3f} kB")
print(f"Ea error considered, rate at 800 K fixed: {energy_error:+.2f} eV")
print(f"Change of dS for that Ea error: {energy_effect:+.3f} kB")
print(f"Constant recrossing coefficient considered: {recrossing:.2f}")
print(f"Change of dS for that recrossing: {recrossing_effect:+.3f} kB")
print(f"Barrier wavenumber (rough): {barrier_wavenumber:.0f} cm^-1")
print(f"Tunnelling parameter u: {u0:.4f}")
print(f"Tunnelling coefficient kappa: {kappa:.4f}")
print(f"ln kappa: {np.log(kappa):.4f}")
print(f"T d ln kappa/dT: {kappa_slope:.4f}")
print(f"Change of dS for tunnelling: {tunnel_correction:+.3f} kB")
print(f"Pairing energy (rough): {pair_energy:.2f} eV")
print(f"Pairing parameter y: {y:.4f}")
print(f"Paired fraction of H at half coverage: {fraction:.4f}")
print(f"Change of dS for pair step: {pair_correction:+.3f} kB")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 800 K
Arrhenius prefactor A: 1.0e+15 1/s
Arrhenius energy Ea (rough, Si(100)-H): 2.50 eV
Thermal energy kB T: 0.06894 eV
Eyring frequency kB T/h: 1.6669e+13 1/s
Ratio A/(kB T/h): 59.991
Logarithm of ratio (dS if -1 is omitted): 4.0942 kB
Activation entropy dS: 3.0942 kB
Activation entropy dS: 25.73 J/(mol K)
dS from numerical derivative of dG: 3.0942 kB
exp(dS/kB): 22.07
Activation enthalpy dH: 2.4311 eV
T dS: 0.2133 eV
Activation free energy dG: 2.2178 eV
Rate constant at 800 K: 0.1781 1/s
Mean residence time at 800 K: 5.61 s
Slope energy if -1 omitted and dH = Ea: 2.5689 eV
dS at 700 K for constant A: 3.2277 kB
dS at 900 K for constant A: 2.9764 kB
Shift of ln A, line fit 700-900 K: -0.0063
Adsorbed model modes: 2100 2100 600 600 600 600 cm^-1
Saddle model modes: 1500 800 300 200 100 cm^-1
Model barrier between ground levels: 2.40 eV
Model entropy, adsorbed state: 4.1075 kB
Model entropy, saddle state: 7.3568 kB
Model activation entropy from levels: 3.2493 kB
Model prefactor from slope of rate: 1.168e+15 1/s
Model entropy from prefactor: 3.2493 kB
Model dH: 2.4511 eV
Model Ea from slope: 2.5200 eV
Change of dS for tenfold larger A: +2.303 kB
Ea error considered, rate at 800 K fixed: +0.10 eV
Change of dS for that Ea error: +1.451 kB
Constant recrossing coefficient considered: 0.50
Change of dS for that recrossing: +0.693 kB
Barrier wavenumber (rough): 1000 cm^-1
Tunnelling parameter u: 1.7985
Tunnelling coefficient kappa: 1.1487
ln kappa: 0.1386
T d ln kappa/dT: -0.2853
Change of dS for tunnelling: +0.147 kB
Pairing energy (rough): 0.25 eV
Pairing parameter y: 1.8132
Paired fraction of H at half coverage: 0.8597
Change of dS for pair step: +0.405 kB
ALL CHECKS PASSED
```
